# Sputtering threshold for light ions: reflection followed by recoil ejection

## Result and scope

An ion of mass $m$ strikes, at normal incidence, a solid made of atoms of mass $M$. Define

$$r=\frac mM,\qquad \gamma=\frac{4r}{(1+r)^2}.$$

An atom leaves the solid if the kinetic energy of its motion along the outward normal is at least the surface barrier $U$. For $r\le 1/2$, the lowest ion energy at which a sequence of at most two collisions can eject an atom is

$$\boxed{E_{\rm th}=\frac{U}{\gamma(1-\gamma)}}\tag{1}$$

For $1/2<r<1$ the corresponding two-collision threshold is

$$E_{\rm th}^{(2)}=4r(1+r)^4\,U .\tag{2}$$

The model behind both formulas is this. Collisions are elastic, involve two particles, and are separated from one another. Every struck atom is initially at rest and free, so no energy is spent on breaking bulk bonds. The barrier is planar and acts on the normal motion alone. Electronic energy loss and the attraction of the ion to the surface are left out. At ion energies of some tens of eV the repulsion extends over a good part of the atomic spacing, so collisions in a real solid are not cleanly separated. The formulas are then estimates, not exact thresholds of a particular material, and they are close to the onset of ejection only for light ions: as $r$ grows, one or two further collisions lower the threshold by a large factor.

Equation (1) is approximate in two opposite senses. The ideal double head-on geometry cannot be realised, and in a crystal the deviation from it need not be small, which raises the energy needed. Sequences with more than two collisions can turn the ion round at a smaller loss, which lowers it. Both effects are quantified below.

## One collision

Let the ion have velocity $\mathbf v$ before the collision and $\mathbf v'$ after it, and let the struck atom recoil with velocity $\mathbf w$ at angle $\varphi$ to $\mathbf v$. Momentum conservation, divided by $m$, gives $\mathbf v'=\mathbf v-\mathbf w/r$. Energy conservation, multiplied by $2/m$, gives $v^2=v'^2+w^2/r$. Inserting the first into the second,

$$v^2=v^2-\frac{2vw\cos\varphi}{r}+\frac{w^2}{r^2}+\frac{w^2}{r}.$$

The terms $v^2$ cancel. Dividing by $w\neq0$ and multiplying by $r^2$ leaves

$$w=\frac{2r}{1+r}\,v\cos\varphi .$$

With $E=\tfrac12mv^2$ and $M=m/r$, the recoil energy is

$$T=\frac{m}{2r}\,\frac{4r^2}{(1+r)^2}v^2\cos^2\varphi=\gamma E\cos^2\varphi .\tag{3}$$

Thus $\gamma$ is the maximum fractional energy transfer, reached head-on. Since $w>0$ requires $\cos\varphi>0$, an atom always recoils into the forward half-space of the particle that hits it. An ion moving straight inward therefore cannot eject an atom by a single collision, whatever its energy. An earlier collision must first change the direction of motion.

The energy kept by an ion deflected through the angle $\theta$ follows by eliminating $\mathbf w$ instead. From $\mathbf w=r(\mathbf v-\mathbf v')$ and energy conservation,

$$v^2=v'^2+r\left(v^2+v'^2-2vv'\cos\theta\right).$$

Put $q=v'/v$ and collect powers of $q$:

$$(1+r)q^2-2rq\cos\theta-(1-r)=0 .$$

For $r<1$ the product of the two roots is negative, so one root is positive, and that is the physical one. The retained energy fraction is $K(\theta)=q^2$, with

$$\sqrt{K(\theta)}=\frac{r\cos\theta+\sqrt{1-r^2\sin^2\theta}}{1+r}.\tag{4}$$

For full reversal, $\theta=\pi$,

$$K(\pi)=\left(\frac{1-r}{1+r}\right)^2=\frac{(1+r)^2-4r}{(1+r)^2}=1-\gamma .$$

## Reflection, then ejection

The most direct sequence has two head-on collisions. An atom below the surface reflects the ion, which keeps $(1-\gamma)E$ and now moves outward. It then strikes a surface atom from below and gives it the fraction $\gamma$ of what is left. The atom moves along the outward normal with energy $\gamma(1-\gamma)E$. Setting this equal to $U$ gives (1).

The two factors compete. A very light ion is reflected with almost all its energy but transfers little: for $r\to0$, $\gamma\simeq4r$ and $E_{\rm th}\simeq U/(4r)$. A heavier ion transfers energy well but loses most of it on reflection. The compromise follows from

$$\gamma(1-\gamma)=\tfrac14-\left(\gamma-\tfrac12\right)^2 ,$$

which is largest at $\gamma=1/2$. Then $8r=(1+r)^2$, or $r^2-6r+1=0$, whose root below one is $r=3-2\sqrt2\approx0.172$. The threshold there is $4U$, the smallest value that (1) can take.

## Why head-on is best for $r\le 1/2$

It remains to show that no other two-collision geometry needs less energy. Let $\mathbf n$ be the outward normal, and let the ion after its first collision move at angle $\beta$ to $\mathbf n$, so that its deflection was $\theta=\pi-\beta$. Let the ejected atom move at angle $a$ to the ion's direction and at angle $b$ to $\mathbf n$. By (3), its normal energy is

$$T_n=\gamma K(\pi-\beta)E\,(\cos a\cos b)^2,$$

where one cosine comes from the energy transfer and the other from the projection on the normal. Both angles are below $90^\circ$. The product is

$$\cos a\cos b=\tfrac12\left[\cos(a+b)+\cos(a-b)\right]\le\tfrac12(1+\cos\beta),$$

because $\beta\le a+b<\pi$ and $\cos(a-b)\le1$. Equality holds when the atom leaves along the bisector, $a=b=\beta/2$. Since $\tfrac12(1+\cos\beta)=\cos^2(\beta/2)$, the threshold for a given return angle is

$$E(\beta)=\frac{U}{\gamma K(\pi-\beta)\cos^4(\beta/2)} .\tag{5}$$

Now vary $\beta$. Write $c=\cos\beta$ and $s=\sqrt{1-r^2+r^2c^2}$. Because $\cos(\pi-\beta)=-c$, equation (4) gives $\sqrt{K(\pi-\beta)}=(s-rc)/(1+r)$. The largest normal energy is therefore $\gamma E\,G^2/(1+r)^2$, with

$$G(c)=\tfrac12(s-rc)(1+c).$$

Using $ds/dc=r^2c/s$, and $r^2c/s-r=-(r/s)(s-rc)$,

$$\frac{dG}{dc}=\frac{s-rc}{2s}\left[s-r(1+c)\right].$$

The prefactor is positive, since $s^2-r^2c^2=1-r^2>0$. The bracket is positive if $s^2>r^2(1+c)^2$, that is, if

$$1-r^2+r^2c^2>r^2+2r^2c+r^2c^2\quad\Longleftrightarrow\quad c<c_*=\frac1{2r^2}-1 .$$

If $r\le1/2$, then $c_*\ge1$, and $G$ rises all the way to $c=1$. The optimum is $\beta=0$, where $G=1-r$, and (1) is recovered.

If $1/2<r<1$, the maximum lies at $c=c_*<1$. There $s=r(1+c_*)=1/(2r)$ and $s-rc_*=r$, so $G=\tfrac12\,r\cdot1/(2r^2)=1/(4r)$. Hence

$$\frac{T_n}{E}=\frac{4r}{(1+r)^2}\,\frac{1}{16r^2(1+r)^2}=\frac1{4r(1+r)^4},$$

which gives (2). Such an ion loses too much in a full reversal, and it pays to turn it less and to eject the atom obliquely. The two formulas agree at $r=1/2$, where both give $81U/8$.

**The other two-collision channel.** The second collision may instead be made by the first recoil atom, which hits another atom of equal mass. For equal masses, the struck atom receives the fraction $\cos^2$ of its angle to the incoming direction by (3), and a deflected projectile keeps $\cos^2$ of its deflection angle by (4) with $r=1$. Either of the two may leave. Call the three successive angles $a_1$ (inward normal to first recoil), $a_2$ (first recoil to leaving atom) and $a_3$ (leaving atom to outward normal). Each is below $90^\circ$ and their sum is at least $180^\circ$. The normal energy is $\gamma E(\cos a_1\cos a_2\cos a_3)^2$. Since $\ln\cos$ is concave and decreasing on this interval, the product of cosines is at most $\cos^3 60^\circ=1/8$. This channel has the threshold

$$\frac{64U}{\gamma}=\frac{16(1+r)^2}{r}\,U .$$

For $r\le1/2$ it exceeds (1) if $64(1-\gamma)>1$, or $(1-r)/(1+r)>1/8$, or $r<7/9$, which is satisfied. For $1/2<r<1$ it exceeds (2) if $r^2(1+r)^2<4$, or $r(1+r)<2$, which also holds. Ejection by the deflected ion is thus the cheaper route for every $r<1$. For $r>1/\sqrt2$ one has $c_*<0$: on the cheapest path the ion still moves inward after its first collision and ejects the atom obliquely.

## Cost of an imperfect reversal

An ion reflected through exactly $180^\circ$ retraces its path. A surface atom lying on that path would already have deflected the ion on its way in. The return path must therefore differ from the entry path, so $\beta$ cannot be exactly zero. How small it can be depends on the spacing of the atoms and on the range of their repulsion. When that range is a good part of the spacing, $\beta$ need not be small; for $r=0.0625$, equation (5) lies 18% above $E_{\rm th}$ at $\beta=35^\circ$ and 32% above it at $45^\circ$.

For small $\beta$, $c\simeq1-\beta^2/2$ and $s\simeq1-r^2\beta^2/2$, so

$$s-rc\simeq(1-r)+\tfrac12r(1-r)\beta^2=(1-r)\left(1+\tfrac12r\beta^2\right).$$

Multiplying by $(1+c)/2\simeq1-\beta^2/4$ gives $G\simeq(1-r)\left[1-\tfrac12\left(\tfrac12-r\right)\beta^2\right]$. The threshold varies as $1/G^2$, hence

$$E(\beta)\simeq E_{\rm th}\left[1+\left(\tfrac12-r\right)\beta^2\right],\tag{6}$$

with $\beta$ in radians. There is no linear term, so a small deviation from full reversal changes the threshold only in second order. The coefficient changes sign at $r=1/2$, in agreement with the global result.

## More than two collisions

Suppose that the ion is turned by two deflections in one plane, $\theta$ and $\pi-\theta$. From (4),

$$\sqrt{K(\theta)K(\pi-\theta)}=\frac{(1-r^2\sin^2\theta)-r^2\cos^2\theta}{(1+r)^2}=\frac{1-r}{1+r}.$$

Thus $K(\theta)K(\pi-\theta)=1-\gamma$ for every $\theta$: a complete reversal in two steps costs the same as in one. An incomplete reversal does better, slightly for small $r$ and by a large amount for larger $r$. To see this, differentiate (4):

$$\frac{d}{d\theta}\ln\sqrt{K}=-\frac{r\sin\theta}{\sqrt{1-r^2\sin^2\theta}} .\tag{7}$$

Near $\theta=90^\circ$, reducing the total deflection by $\beta$ raises the logarithm of the retained energy by about $2r\beta$ for small $r$. The factor $\cos^4(\beta/2)$ lowers the logarithm of the normal energy by only $\beta^2/2$. The net gain $2r\beta-\beta^2/2$ is largest at $\beta=2r$, where it equals $2r^2$. This estimate holds for small $r$ only. The full expression (8) below, with two deflections, lies under the two-collision threshold by 8% at $r=0.2$, 29% at $r=0.4$ and 63% at $r=0.7$.

For $N\ge2$ deflections with total angle $\pi-\beta$, equal deflections are best. At an interior optimum the slopes (7) must agree, so all $\sin\theta_i$ are equal. Two different angles would then be $\theta$ and $\pi-\theta$, whose sum already exceeds the available $\pi-\beta$ when $\beta>0$. A zero deflection is not optimal either, because the slope (7) vanishes there and shifting some angle to it reduces the loss. The threshold is

$$E_N=\min_\beta\frac{U}{\gamma\,[K((\pi-\beta)/N)]^N\cos^4(\beta/2)} .\tag{8}$$

For small angles, (7) integrates to $\ln K\simeq-r\theta^2$. With $\beta=0$ this gives $K^N\simeq\exp(-\pi^2r/N)$, which tends to one. Many soft deflections turn the ion at vanishing cost, and $E_N\to U/\gamma$.

This limit is also a lower bound within the model. For $r<1$, no atom can carry more than $\gamma E$, because it gets its energy either from the ion, which never has more than $E$, or from an atom struck earlier, which cannot pass on more than it received. No sequence of collisions with atoms at rest can eject an atom when $E<U/\gamma$.

## Worked example

Take round model parameters: $m=4$ u, $M=64$ u and $U=4.00$ eV. Then $r=4/64=0.0625$ and

$$\gamma=\frac{4\times0.0625}{(1.0625)^2}=0.2215,\qquad 1-\gamma=0.7785,$$

$$E_{\rm th}=\frac{4.00\ \text{eV}}{0.1724}=23.2\ \text{eV}=5.80\,U .$$

The energies at threshold, obtained by integrating Newton's equations for two successive head-on collisions with a repulsive potential, are as follows.

- The first recoil takes 5.14 eV. This is more than $U$, but the atom moves inward.
- The reflected ion keeps 18.06 eV.
- The second recoil receives 4.00 eV, directed outward, which just meets the barrier.
- The ion retains 14.06 eV.

A free numerical search over all directions in both collisions, which does not use the angular formulas, also gives 23.2 eV. The channel in which the first recoil is turned needs 1156 eV, so it is irrelevant here.

Return angles of $10^\circ$, $20^\circ$ and $30^\circ$ raise the threshold to 23.5, 24.5 and 26.2 eV, or by 1.3%, 5.5% and 13% relative to $E_{\rm th}$. For $20^\circ=0.349$ rad, the estimate (6) gives $0.4375\times0.349^2=5.3\%$, close to the full value.

More deflections act the other way. With two, the threshold is 23.0 eV, a reduction of 0.8%, as the estimate $2r^2=0.0078$ predicts. With three it is 21.7 eV, with six 19.9 eV and with twenty 18.6 eV. The lower bound is $U/\gamma=18.1$ eV. Between 18.1 and 23.2 eV, ejection is therefore possible in this model, but it needs at least three collisions, with directions that become more restricted as the bound is approached.

Within the model, the mass ratio decides whether (1) gives the two-collision threshold. In units of $U$:

| $r$ | Equation (1) | Free two-collision search |
|---|---|---|
| 0.05 | 6.73 | 6.73 |
| 0.20 | 4.05 | 4.05 |
| 0.40 | 6.67 | 6.67 |
| 0.60 | 17.1 | 15.7 |
| 0.70 | 33.1 | 23.4 |
| 0.90 | 362 | 46.9 |

Beyond $r=1/2$ the search follows (2). Equation (1) is too high by 9% at $r=0.6$ and by 42% at $r=0.7$, relative to the search, and it diverges as $r\to1$, where an ion can no longer be reflected by a single atom.

## Use in a calculation

1. Compute $r$ and $\gamma$ from the masses. Use (1) for $r\le1/2$ and (2) for $1/2<r<1$. The derivation does not cover $r\ge1$. Both are two-collision thresholds, so compare them with (8). For $r\gtrsim0.3$ they lie well above the energy at which three or four collisions can eject an atom: at $r=0.7$, (2) gives $23.4\,U$, while (8) gives $8.6\,U$ for $N=2$ and $5.2\,U$ for $N=3$.
2. Take $E$ as the kinetic energy of the ion on impact, and $U$ as the barrier for the normal motion of the ejected atom, in the same unit.
3. Restrict both formulas to normal incidence. At oblique incidence the ion needs a smaller deflection to move outward, which changes the two-collision threshold. The forward half-space of the ion also includes outward directions, so the single-collision exclusion no longer applies.
4. When checking a binary-collision simulation with the assumptions stated above, do not demand zero yield just below $E_{\rm th}$. The strict requirement is zero yield below $U/\gamma$. Bulk binding or electronic loss, if added, removes energy and leaves this bound valid; thermal motion of the atoms can break it.
5. Do not read a yield from the threshold. Equation (1) says when a two-collision path opens, not how probable it is. A threshold obtained by fitting yield data need not coincide with it.

The numerical output below lists the values used here to more digits.

## Table of computed values

```
ion mass = 4 u, atom mass = 64 u
surface barrier U = 4.00 eV
mass ratio r = 0.0625
gamma = 0.22145, 1 - gamma = 0.77855
gamma (1 - gamma) = 0.17241
threshold E_th = 23.200 eV = 5.8001 U
threshold from Newtonian trajectories = 23.200 eV
threshold from free search = 23.200 eV
energies at threshold, from the trajectories:
  first recoil, inward = 5.138 eV
  reflected ion = 18.063 eV
  second recoil, outward = 4.000 eV
  ion after second collision = 14.063 eV
turned-recoil channel threshold = 1156.0 eV
threshold with the ion returning at angle beta:
  beta = 10 deg: 23.512 eV, ratio to E_th = 1.0134
  beta = 20 deg: 24.480 eV, ratio to E_th = 1.0552
  beta = 30 deg: 26.209 eV, ratio to E_th = 1.1297
offset coefficient: scan 0.4376, 1/2 - r = 0.4375
lowest threshold with N ion deflections before ejection:
  N = 2: 23.019 eV
  N = 3: 21.666 eV
  N = 6: 19.934 eV
  N = 20: 18.624 eV
  N = 1000: 18.074 eV
limit U/gamma = 18.062 eV
best mass ratio = 0.17157, threshold = 4.0000 U
mass ratio, gamma, simple formula / U, free search / U:
  0.0500  0.1814  6.734  6.734
  0.0625  0.2215  5.800  5.800
  0.2000  0.5556  4.050  4.050
  0.4000  0.8163  6.669  6.669
  0.6000  0.9375  17.067  15.729
  0.7000  0.9689  33.143  23.386
  0.9000  0.9972  362.003  46.916
```
